# Limits on the Photoelectron Asymmetry Parameter for Randomly Oriented Targets, part 2

The problem is which values the photoelectron asymmetry parameter $\beta$ can take. For fully linearly polarized light, $\boldsymbol\epsilon$ is the real unit vector along the electric field, $\hat{\mathbf k}$ (components $k_i$) is the direction of the detected electron, and $\theta$ is the angle between them. With $\sigma>0$ the cross section integrated over all directions, $\beta$ is defined by

$$\frac{d\sigma}{d\Omega}=\frac{\sigma}{4\pi}\left[1+\beta P_2(\cos\theta)\right],\qquad P_2(x)=\frac{3x^2-1}{2}.$$

The angular law assumes one-photon ionization at first order in the field, the electric-dipole approximation, randomly oriented targets and unresolved electron spin. For a free atom, random orientation means equally populated initial magnetic substates with no fixed phase relation, and a sum over those of the ion.

The amplitude for channel $f$ is $\boldsymbol\epsilon\cdot\mathbf D_f(\hat{\mathbf k})$, where $\mathbf D_f$ is complex and independent of $\boldsymbol\epsilon$. Channels add as intensities, and common constants are absorbed into $\mathbf D_f$. The part of the amplitude vector across $\hat{\mathbf k}$ is

$$\mathbf D_f^\perp=\mathbf D_f-\hat{\mathbf k}\,(\hat{\mathbf k}\cdot\mathbf D_f).$$

With $\langle\cdots\rangle$ the uniform average over directions $\hat{\mathbf k}$ in the target frame, the intensity is

$$I(\theta)=A\cos^2\theta+B\sin^2\theta,$$

$$A=\Big\langle\sum_f|\hat{\mathbf k}\cdot\mathbf D_f|^2\Big\rangle,\qquad B=\tfrac12\Big\langle\sum_f|\mathbf D_f^\perp|^2\Big\rangle.$$

Thus $A\ge0$ and $B\ge0$ are the intensities along and across the polarization, and

$$\sigma=\frac{4\pi}{3}(A+2B),\qquad \beta=\frac{2(A-B)}{A+2B}.$$

The bounds $-1\le\beta\le 2$ follow from

$$\beta+1=\frac{2A-2B+A+2B}{A+2B}=\frac{3A}{A+2B}\ge 0,$$

$$2-\beta=\frac{2A+4B-2A+2B}{A+2B}=\frac{6B}{A+2B}\ge 0.$$

The value $-1$ requires $A=0$, and $2$ requires $B=0$.

The numerical output at the end also lists a test of the angular law on 30 random targets. Their amplitude vectors have random complex coefficients, two channels each, and terms up to second degree in the components of $\hat{\mathbf k}$. The entry "Random target" is the first of them.

Q: A bound can be true and still be too generous. Can a target reach either end?

A: The upper end is reached by an $s$ orbital in a central field, with spin-orbit coupling neglected. The orbital has no direction of its own, so the vector $\mathbf D(\hat{\mathbf k})$ can point only along $\hat{\mathbf k}$. Its part across $\hat{\mathbf k}$ is zero, $B=0$, and $\beta=2$ wherever the cross section is not zero.

For the lower end, take a $p$ shell with equal populations of its three orbitals. Label them $j=x,y,z$; they play the part of the channels. Let $M_{ij}(\hat{\mathbf k})$ be the amplitude for field component $i$ and orbital $j$. The dipole selection rule allows the electron to leave as an $s$ wave or a $d$ wave. In a central field, $M_{ij}$ must be built from $\delta_{ij}$ and the components of $\hat{\mathbf k}$, and it must be even in $\hat{\mathbf k}$, because both waves are even. Thus

$$M_{ij}=s\,\delta_{ij}+d\,(3k_ik_j-\delta_{ij}).$$

The first term does not depend on direction and is the $s$ wave. The second has zero trace and is quadratic in $\hat{\mathbf k}$, which makes it the $d$ wave. The complex numbers $s$ and $d$ contain the radial physics.

Q: What are $A$ and $B$ for this shell?

A: For $A$, contract the field index with $\hat{\mathbf k}$ and use $\sum_ik_ik_i=1$:

$$\sum_ik_iM_{ij}=s\,k_j+d\,(3k_j-k_j)=(s+2d)\,k_j.$$

Squaring and summing over $j$ gives $A=|s+2d|^2$. For $B$, contract with a unit vector $\mathbf e$ perpendicular to $\hat{\mathbf k}$. The term $k_ik_j$ drops out, so

$$\sum_ie_iM_{ij}=(s-d)\,e_j.$$

Each of the two perpendicular directions contributes $|s-d|^2$, and half their sum is $B=|s-d|^2$. Neither result depends on $\hat{\mathbf k}$, so the sphere average changes nothing.

Expanding the squares gives

$$\begin{aligned}
A-B&=|s|^2+4|d|^2+4\,\mathrm{Re}(s^*d)-|s|^2-|d|^2+2\,\mathrm{Re}(s^*d)\\
&=3|d|^2+6\,\mathrm{Re}(s^*d),\\
A+2B&=|s|^2+4|d|^2+4\,\mathrm{Re}(s^*d)+2|s|^2+2|d|^2-4\,\mathrm{Re}(s^*d)\\
&=3|s|^2+6|d|^2.
\end{aligned}$$

The interference cancels in the total cross section but remains in the asymmetry:

$$\beta=\frac{2\left[|d|^2+2\,\mathrm{Re}(s^*d)\right]}{|s|^2+2|d|^2}.$$

Q: Which amplitudes reach the ends?

A: With $s=d$, the amplitude across the polarization vanishes and $\beta=2(1+2)/(1+2)=2$. With $s=-2d$, the amplitude along it vanishes and $\beta=2(1-4)/(4+2)=-1$. A pure $s$ wave gives $0$, and a pure $d$ wave gives $1$. Averages over explicit rotations gave these same four values.

To fill the interval, set $d=1$ and move $s$ along the real axis from $-2$ to $1$. The denominator $s^2+2$ never vanishes, so $\beta$ changes continuously from $-1$ to $2$ and takes every value between. The bounds therefore cannot be tightened by any argument that leaves the amplitudes $s$ and $d$ free. A particular atom need not pass through the whole interval.

Q: You chose $s$ and $d$ freely. In an atom they are fixed, and their relative sign decides everything. How do you get that sign right?

A: It comes from the final state. The detector selects an electron whose outgoing part at large distance is that of a wave travelling along $\hat{\mathbf k}$. Let $u_l(r)$ be the real radial function of partial wave $l$, with unit amplitude at large $r$:

$$u_l\to\sin\left(kr-\tfrac{l\pi}{2}+\sigma_l+\lambda(r)\right).$$

Here $k$ is the wave number, $\sigma_l$ the phase shift, and $\lambda(r)$ the slow logarithmic phase of a Coulomb field, which is the same for all $l$. Write the sine as

$$\frac{1}{2i}\left[e^{i(kr-l\pi/2+\sigma_l+\lambda)}-e^{-i(kr-l\pi/2+\sigma_l+\lambda)}\right].$$

Multiplication by $e^{-i\sigma_l}$ removes $\sigma_l$ from the outgoing term and leaves it in the incoming one, as the detector condition requires. With the factor $i^l$ of the plane-wave expansion, the final state is

$$\psi_{\mathbf k}=C\sum_{lm}i^l e^{-i\sigma_l}\frac{u_l(r)}{r}\,Y_{lm}^*(\hat{\mathbf k})\,Y_{lm}(\hat{\mathbf r}),$$

where $C$ does not depend on $l$. In the matrix element this state stands on the left and is conjugated, so wave $l$ carries the factor $(-i)^l e^{+i\sigma_l}$.

Q: And the angular integral?

A: Let the bound orbital be $\phi_j=\sqrt{3/4\pi}\;\hat r_jP(r)/r$, with real $P$ and $\int P^2dr=1$. The dipole component is $r_i=r\hat r_i$. The product of the two angular factors splits into an $l=0$ part and an $l=2$ part:

$$\hat r_i\hat r_j=\tfrac13\delta_{ij}+\left(\hat r_i\hat r_j-\tfrac13\delta_{ij}\right).$$

Summing $Y_{lm}(\hat{\mathbf k})\int Y_{lm}^*(\hat{\mathbf r})\,g(\hat{\mathbf r})\,d\Omega$ over $m$ picks out the part of $g$ with angular momentum $l$ and evaluates it at $\hat{\mathbf k}$. The radial volume factor $r^2$ combines with $u_l/r$, $r$ and $P/r$ to give

$$R_l=\int_0^\infty u_l(r)\,r\,P(r)\,dr.$$

Writing $R_s=R_0$, $R_d=R_2$ and $N$ for the common constant,

$$\begin{aligned}
M_{ij}&=N\left[e^{i\sigma_0}R_s\tfrac13\delta_{ij}+(-i)^2e^{i\sigma_2}R_d\left(k_ik_j-\tfrac13\delta_{ij}\right)\right]\\
&=\tfrac N3\left[e^{i\sigma_0}R_s\,\delta_{ij}-e^{i\sigma_2}R_d\,(3k_ik_j-\delta_{ij})\right].
\end{aligned}$$

Up to the common factor $N/3$, therefore, $s=R_se^{i\sigma_0}$ and $d=-R_de^{i\sigma_2}$. The minus sign is $(-i)^2$. With $\Delta=\sigma_2-\sigma_0$ one has $\mathrm{Re}(s^*d)=-R_sR_d\cos\Delta$, and

$$\beta=\frac{2\left[R_d^2-2R_sR_d\cos\Delta\right]}{R_s^2+2R_d^2}.$$

Q: Put numbers in. I would like an energy that matters in lithography.

A: Take light of wavelength 13.5 nm, used in extreme-ultraviolet lithography, whose photon energy is 91.84 eV. Let it ionize a hydrogen atom prepared in an equal mixture of its three $2p$ states. The binding energy is 3.40 eV, so the electron leaves with 88.44 eV. The model is nonrelativistic and uses the dipole approximation, with a fixed nucleus and no spin-orbit coupling. It is an atomic example and does not represent a resist molecule.

The radial integrals are $R_s=0.003771$ and $R_d=0.007950$ in bohr$^{3/2}$, and $\cos\Delta=0.84328$. In units of $10^{-5}$ bohr$^3$,

$$R_s^2=1.422,\qquad R_d^2=6.320,\qquad 2R_sR_d\cos\Delta=5.056.$$

Hence

$$\beta=\frac{2(6.320-5.056)}{1.422+2(6.320)}=\frac{2.528}{14.062}=0.180.$$

The intensity along the polarization is $A/B=1.30$ times that across it.

Q: A pure $d$ wave gives 1, and here the $d$ wave has the larger radial integral. Why is $\beta$ so small?

A: Interference reduces it. Without the term containing $\cos\Delta$, the same radial integrals would give $0.899$. It does the same at 20 eV, but at 5 eV the term acts the other way and raises $\beta$:

| Photon energy (eV) | $\cos\Delta$ | $\beta$ without interference | $\beta$ |
|---|---|---|---|
| 5.00 | −0.597 | 0.961 | 1.289 |
| 20.00 | 0.399 | 0.924 | 0.624 |
| 91.84 | 0.843 | 0.899 | 0.180 |

Both radial integrals are positive at all three energies, so the sign of the interference is that of $-\cos\Delta$. Between the first row and the last, the value without interference falls by 0.06, while $\beta$ falls by 1.11. Most of the change therefore comes from the interference term.

Q: Can you say where $\cos\Delta$ changes sign, or is that just read from the table?

A: It can be derived. In atomic units the Coulomb phase for a single proton is $\sigma_l=\arg\Gamma(l+1-i/k)$. Using $\Gamma(z+1)=z\,\Gamma(z)$ twice gives

$$\Gamma(3-i/k)=(2-i/k)(1-i/k)\,\Gamma(1-i/k),$$

and therefore

$$\Delta=\arg\left[(2-i/k)(1-i/k)\right]=-\arctan\frac{1}{2k}-\arctan\frac1k.$$

The real part of the product is $2-1/k^2$, so

$$\cos\Delta=\frac{2-1/k^2}{\sqrt{(4+1/k^2)(1+1/k^2)}}.$$

This vanishes at $k^2=1/2$, where the electron energy is $k^2/2=1/4$ hartree. The $2p$ binding energy is $1/8$ hartree, so the change of sign comes at an electron energy of twice the binding energy and a photon energy of three times the binding energy, about 10.2 eV. That lies between the first two rows.

Q: Does hydrogen $2p$ ever reach one of the bounds?

A: Not at any finite electron energy above threshold, within this model. Both ends require $s/d$ to be real and nonzero, namely $1$ or $-2$. For finite positive $k$ the formula for $\Delta$ gives $-\pi<\Delta<0$, so $s$ and $d$ have a relative phase that is neither 0 nor $\pi$. If one of the radial integrals vanishes, $\beta$ is 0 or 1, which is again inside.

Q: All of this leans on the partial-wave phases. A wrong sign there would still give a respectable number between $-1$ and $2$.

A: It would, so staying inside the interval is no check of the phases. For this reason $A/B$ was also computed from the complete Coulomb wave in closed form, integrated over three-dimensional space without separating partial waves. The resulting $\beta$ agrees with the table at all three energies. The complex ratio of the amplitudes along and across the polarization was tested against $(s+2d)/(s-d)$ as well, and that comparison is sensitive to the sign of $d$ and to the phase difference. The program asserts that the two complex ratios agree to a relative tolerance of $10^{-5}$; the values of $A/B$ and $\beta$ are in the numerical output below.

Q: Now break the result. What happens if the targets are not randomly oriented?

A: Take an axial target with $\mathbf D=\hat{\mathbf z}\,(\hat{\mathbf k}\cdot\hat{\mathbf z})^2$ and hold its axis along $\boldsymbol\epsilon$. Then $I=\cos^4\theta$. In an expansion $1+c_2P_2+c_4P_4$, the $P_2$ coefficient is found by projection. With $x=\cos\theta$ and $\int_{-1}^1P_2^2\,dx=2/5$,

$$c_2=5\,\frac{\int_{-1}^1P_2\,x^4dx}{\int_{-1}^1x^4dx}=5\,\frac{\frac12\left(\frac67-\frac25\right)}{\frac25}=\frac{20}{7}\approx2.857.$$

This exceeds 2, yet the intensity is nowhere negative. At $\theta=\pi/2$ the first two terms give $1-10/7=-3/7$. Since $P_4(0)=3/8$, a coefficient $c_4=8/7$ supplies the missing $3/7$. Positivity is satisfied, but by a function with one more component.

Now let the same target take all orientations. The sphere averages of $x^4$ and $x^6$ are $1/5$ and $1/7$, so

$$A=\frac17,\qquad B=\frac12\left(\frac15-\frac17\right)=\frac1{35},\qquad \beta=\frac{2\left(\frac5{35}-\frac1{35}\right)}{\frac5{35}+\frac2{35}}=\frac87\approx1.143.$$

The value returns to the interval.

Q: And if the orientation is random but two photons are absorbed?

A: The amplitude is then quadratic in $\boldsymbol\epsilon$, and the intensity contains four factors of the field instead of two. The average of $\epsilon_i\epsilon_j$ no longer settles the matter. For instance, an amplitude proportional to $(\boldsymbol\epsilon\cdot\hat{\mathbf k})^2$ is the same for every target orientation and gives $\cos^4\theta$, with the $P_2$ coefficient $20/7$ just found.

The derivation also stops applying when the field varies appreciably across the target. The amplitude then depends on the propagation direction as well, and the angle $\theta$ alone no longer specifies the geometry. This sets in gradually and is already visible in the example above. For hydrogen $2p$ at 91.84 eV, keeping the photon momentum makes emission along the beam about 8% stronger than emission against it. At $45^\circ$ from $\boldsymbol\epsilon$, in the plane of beam and polarization, the forward excess is about 12%. The value of $\beta$ itself moves by less than 0.001.

Q: Real light is never perfectly polarized. Could that produce a false value outside the interval?

A: Not by itself, if the detector moves in the plane perpendicular to the beam. Let a fraction $p$ of the light be polarized along $x$ and the rest along $y$, with no fixed phase between them, and let $\chi$ be the detector angle from $x$. The two polarization angles have squared cosines $\cos^2\chi$ and $\sin^2\chi$, so

$$\begin{aligned}
I={}&p\,(A\cos^2\chi+B\sin^2\chi)\\
&+(1-p)(A\sin^2\chi+B\cos^2\chi)\\
={}&A'\cos^2\chi+B'\sin^2\chi,
\end{aligned}$$

with $A'=pA+(1-p)B$ and $B'=pB+(1-p)A$. Both are non-negative. Unless $A=B$ or $p=1$, an analysis that assumes perfect polarization finds a wrong $\beta$, but the value still lies between $-1$ and $2$.

Q: Then what should I conclude if a fit returns $\beta$ below $-1$?

A: The relation $\beta+1=3A/(A+2B)$ says that the fit, with a positive total, has assigned a negative intensity to emission along the polarization. If the excess is larger than the statistical uncertainty, either the data or their analysis contain an error, such as a wrong background, detector efficiency or polarization axis, or one of the conditions behind the angular law is not met. In a solid film there is a further possibility: the length of the path to the surface, and with it the loss by scattering, depends on the exit direction. The measured distribution then need not have the two-term form, and a fit to that form can leave the interval. The bound applies to the emission itself.

## Numbers as computed

```
Random target: A = 8.0559, B = 8.0202 (arb. units)
Random target: beta = 0.0030 (dimensionless)
30 random targets: beta from -0.2058 to 0.2872 (dimensionless)
p shell, s = -2d: beta = -1.0000 (dimensionless)
p shell, s = d: beta = 2.0000 (dimensionless)
p shell, s wave only: beta = 0.0000 (dimensionless)
p shell, d wave only: beta = 1.0000 (dimensionless)
Axial target held along e: P2 coefficient = 2.8571 (dimensionless)
Same target, random orientation: beta = 1.1429 (dimensionless)
Hydrogen 2p binding energy = 3.4014 eV
EUV wavelength = 13.5 nm
Photon energy = 5.000 eV
  electron energy = 1.599 eV, k = 0.34277 1/bohr
  R_s = 0.724377, R_d = 2.526344 bohr^(3/2)
  cos(phase_d - phase_s) = -0.59689 (dimensionless)
  A/B from full Coulomb wave = 6.4423 (dimensionless)
  beta, partial waves = 1.28929 (dimensionless)
  beta, full Coulomb wave = 1.28929 (dimensionless)
  beta without interference = 0.96052 (dimensionless)
Photon energy = 20.000 eV
  electron energy = 16.599 eV, k = 1.10452 1/bohr
  R_s = 0.085204, R_d = 0.209416 bohr^(3/2)
  cos(phase_d - phase_s) = 0.39855 (dimensionless)
  A/B from full Coulomb wave = 2.3606 (dimensionless)
  beta, partial waves = 0.62403 (dimensionless)
  beta, full Coulomb wave = 0.62403 (dimensionless)
  beta without interference = 0.92356 (dimensionless)
Photon energy = 91.840 eV
  electron energy = 88.439 eV, k = 2.54953 1/bohr
  R_s = 0.003771, R_d = 0.007950 bohr^(3/2)
  cos(phase_d - phase_s) = 0.84328 (dimensionless)
  A/B from full Coulomb wave = 1.2963 (dimensionless)
  beta, partial waves = 0.17977 (dimensionless)
  beta, full Coulomb wave = 0.17977 (dimensionless)
  beta without interference = 0.89888 (dimensionless)
```
